# Why an interaction correction to σ_xx alone gives parabolic negative magnetoresistance

**Question.** A two-dimensional electron gas with one kind of carrier has, in the Drude model, a longitudinal resistivity that does not depend on a perpendicular magnetic field. Electron-electron interaction in a disordered sample slightly lowers \(\sigma_{xx}\), by an amount that does not depend on the field, and leaves \(\sigma_{xy}\) unchanged. Why does the measured \(\rho_{xx}\) then fall as \(B^2\), when nothing in the correction itself varies with \(B\)?

**Answer.** An experiment fixes the current, while a conductivity correction responds to the electric field. In a magnetic field the two are not parallel. The correction therefore acts on the Hall field too, and the magnetic field turns the result back into a longitudinal voltage. Two Hall rotations give two factors of \(B\).

**The uncorrected gas**

Let electrons of charge \(-e\), mass \(m\), sheet density \(n\) and relaxation time \(\tau\) move in the plane, with the magnetic field of magnitude \(B\) along \(-z\). The gas is isotropic and degenerate, and \(\tau\) does not depend on energy. The steady drift velocity obeys

\[
\frac{m v_x}{\tau}=-e(E_x-v_yB),\qquad \frac{m v_y}{\tau}=-e(E_y+v_xB).
\]

Define \(\mu=e\tau/m\), \(b=\mu B\), \(\sigma_0=ne\mu\) and \(\rho_0=1/\sigma_0\). Multiplying by \(-ne\tau/m\) and using \(\mathbf j=-ne\mathbf v\) gives \(j_x=\sigma_0E_x+b j_y\) and \(j_y=\sigma_0E_y-bj_x\), or

\[
E_x=\rho_0(j_x-bj_y),\qquad E_y=\rho_0(j_y+bj_x).
\]

Thus \(\rho_{xx}=\rho_{yy}=\rho_0\), \(\rho_{xy}=-\rho_0b\) and \(\rho_{yx}=\rho_0b\). With a single drift velocity, the Hall field balances the mean magnetic force on the carriers, and the longitudinal field has just the friction to overcome. Solving the same equations for the current gives

\[
\sigma_{xx}=\frac{\sigma_0}{1+b^2},\qquad \sigma_{xy}=-\sigma_{yx}=\frac{\sigma_0 b}{1+b^2}.
\]

Both conductivities depend on the field, yet

\[
\rho_{xx}=\frac{\sigma_{xx}}{\sigma_{xx}^2+\sigma_{xy}^2}
=\frac{\sigma_0/(1+b^2)}{\sigma_0^2/(1+b^2)}=\rho_0 .
\]

The absence of magnetoresistance is a cancellation between the two components. A correction to one of them alone can spoil it.

**The correction at fixed current**

Add \(\delta\sigma\) to \(\sigma_{xx}\) and \(\sigma_{yy}\), and nothing to \(\sigma_{xy}\). If the current is held fixed, the field must change by \(\delta\mathbf E\):

\[
\mathbf j=(\sigma+\delta\sigma)(\mathbf E+\delta\mathbf E).
\]

Subtracting \(\mathbf j=\sigma\mathbf E\) and dropping the product of two small quantities leaves \(\sigma\,\delta\mathbf E=-\delta\sigma\,\mathbf E\), so \(\delta\mathbf E=-\rho\,\delta\sigma\,\mathbf E\), where \(\rho\) is the uncorrected resistivity tensor.

For a current \(j\) along \(x\), the uncorrected field is \(E_x=\rho_0j\), \(E_y=\rho_0bj\). The longitudinal change has two parts:

\[
\delta E_x=-\rho_{xx}\,\delta\sigma\,E_x-\rho_{xy}\,\delta\sigma\,E_y
=-\rho_0^2\,\delta\sigma\,j+\rho_0^2b^2\,\delta\sigma\,j .
\]

Dividing by \(j\),

\[
\boxed{\;\delta\rho_{xx}=\rho_0^2\left(\mu^2B^2-1\right)\delta\sigma_{xx}\;}
\]

The term \(-1\) is the ordinary one: less conductivity means more resistivity. The term \(\mu^2B^2\) comes from the Hall field. That field, proportional to \(b\), drives a transverse current \(\delta\sigma E_y\). No net transverse current can flow, so the rest of the gas must carry \(-\delta\sigma E_y\). This compensating current has its own Hall field, which lies along \(x\) and brings the second factor \(b\). Two rotations by a right angle reverse a vector, which is why the two terms have opposite signs.

The magnetoresistance is the change from zero field, so the constant term drops out:

\[
\rho_{xx}(B)-\rho_{xx}(0)=\rho_0^2\mu^2B^2\,\delta\sigma_{xx}.
\]

For \(\delta\sigma_{xx}<0\) it is negative at every field where the first-order formula holds. The sign change of \(\delta\rho_{xx}\) at \(\mu B=1\) is something else: there, to first order, the corrected resistivity passes through the Drude value.

The transverse field changes as well:

\[
\delta E_y=-\rho_{yx}\,\delta\sigma E_x-\rho_{yy}\,\delta\sigma E_y=-2\rho_0^2b\,\delta\sigma\,j,
\qquad
\frac{\delta\rho_{yx}}{\rho_{yx}}=-2\,\frac{\delta\sigma}{\sigma_0}.
\]

The relative rise of the Hall resistivity is twice that of \(\rho_{xx}\) at zero field, which gives a second signature of the same correction.

**Why the correction to \(\sigma_{xy}\) matters**

Now let \(\sigma_{xy}\) change by \(c\) and \(\sigma_{yx}\) by \(-c\), while the diagonal components change by \(a\). The extra currents are

\[
\delta j_x=aE_x+cE_y=\rho_0j(a+bc),\qquad
\delta j_y=aE_y-cE_x=\rho_0j(ab-c).
\]

The compensating field is \(\delta E_x=-\rho_0\delta j_x+\rho_0b\,\delta j_y\), hence

\[
\delta\rho_{xx}=\rho_0^2\left[(b^2-1)a-2bc\right].
\]

Suppose that the correction is merely a relative change \(s\) of the mobility. Differentiating \(\sigma_{xx}=ne\mu/(1+\mu^2B^2)\) and \(\sigma_{xy}=ne\mu^2B/(1+\mu^2B^2)\) with respect to \(\mu\) gives

\[
a=s\sigma_0\frac{1-b^2}{(1+b^2)^2},\qquad c=s\sigma_0\frac{2b}{(1+b^2)^2}.
\]

The bracket becomes \(-s\sigma_0[(1-b^2)^2+4b^2]/(1+b^2)^2=-s\sigma_0\), so \(\delta\rho_{xx}=-s\rho_0\) at every field. A relative density change \(s\) multiplies both conductivities by \(1+s\) and gives the same shift. Neither produces magnetoresistance, because each changes \(\sigma_{xy}\) in the proportion that preserves the cancellation.

**The size of the correction**

For diffusive electrons, \(k_BT\tau/\hbar\ll1\), the interaction correction has the form

\[
\delta\sigma_{xx}=K\,\frac{e^2}{\pi h}\ln\frac{k_BT\tau}{\hbar},\qquad \delta\sigma_{xy}=0,
\]

with \(K\) a number set by the interaction strength. This form, including the vanishing Hall part, is a result of microscopic theory and is taken here as input. The logarithm is negative, so for \(K>0\) the correction lowers the conductivity. A constant of order one may stand beside the logarithm. The single logarithm with fixed \(K\) is the leading term only. The next microscopic terms are smaller by about \((e^2/\pi h)|\ln(k_BT\tau/\hbar)|/\sigma_{xx}\), which grows with field because \(\sigma_{xx}\) falls. Results below that go beyond first order in \(\delta\sigma_{xx}\) are exact for the constant-\(K\) model, not for a real gas.

**Beyond first order**

Let \(\varepsilon=\delta\sigma_{xx}/\sigma_0\) and \(u=1+b^2\). The corrected components are \(\sigma_0(1+\varepsilon u)/u\) and \(\sigma_0b/u\). The sum of their squares is

\[
\frac{\sigma_0^2}{u^2}\left[1+2\varepsilon u+\varepsilon^2u^2+b^2\right]
=\frac{\sigma_0^2}{u}\left[1+2\varepsilon+\varepsilon^2u\right],
\]

because \(1+b^2=u\). Since \(1+2\varepsilon+\varepsilon^2u=(1+\varepsilon)^2+\varepsilon^2b^2\), inversion without approximation gives

\[
\frac{\rho_{xx}}{\rho_0}=\frac{1+\varepsilon(1+b^2)}{(1+\varepsilon)^2+\varepsilon^2b^2}.
\]

At \(B=0\) this is \(1/(1+\varepsilon)\). In the difference, the numerator over the common denominator is \((1+\varepsilon)(1+\varepsilon+\varepsilon b^2)-(1+\varepsilon)^2-\varepsilon^2b^2=\varepsilon b^2\), so

\[
\frac{\rho_{xx}(B)-\rho_{xx}(0)}{\rho_0}=\frac{\varepsilon b^2}{(1+\varepsilon)\left[(1+\varepsilon)^2+\varepsilon^2b^2\right]}.
\]

The curve starts as a parabola whose curvature is \(1/(1+\varepsilon)^3\) times the first-order one. The expansion requires \(|\varepsilon|\sqrt{1+b^2}\ll1\). For negative \(\varepsilon\) there is also a hard limit: the corrected \(\sigma_{xx}\) reaches zero at \(b^2=1/|\varepsilon|-1\), and beyond it a constant \(\delta\sigma_{xx}\) makes no sense.

To second order,

\[
\frac{\rho_{xx}}{\rho_0}\approx1+\varepsilon(b^2-1)+\varepsilon^2(1-3b^2).
\]

Curves for two temperatures, with \(\mu\) and \(n\) held fixed, are equal when \((b^2-1)+(1-3b^2)(\varepsilon_1+\varepsilon_2)=0\). To first order they cross at \(b=1\). Setting \(b=1\) in the small second term gives \(b^2\approx1+2(\varepsilon_1+\varepsilon_2)\), or \(b\approx1+\varepsilon_1+\varepsilon_2\).

**Numbers**

Take \(n=2\times10^{11}\ \mathrm{cm^{-2}}\), \(\mu=20000\ \mathrm{cm^2/Vs}\), \(m=0.067\,m_e\) and \(K=0.5\). Then \(\tau=0.76\) ps, \(\sigma_0=640.9\ \mu\mathrm S\), \(\rho_0=1560.4\ \Omega\) per square, and \(\mu B=1\) at 0.5 T. At 1 K, \(k_BT\tau/\hbar=0.0997\), so

\[
\delta\sigma_{xx}=0.5\times12.33\ \mu\mathrm S\times\ln0.0997=-14.2\ \mu\mathrm S,\qquad \varepsilon=-0.0222 .
\]

At 1 T, where \(b=2\), the Drude values are \(\sigma_{xx}=128.17\ \mu\mathrm S\) and \(\sigma_{xy}=256.35\ \mu\mathrm S\). The correction lowers \(\sigma_{xx}\) to \(113.96\ \mu\mathrm S\), and

\[
\rho_{xx}=\frac{113.96}{113.96^2+256.35^2}\ \mu\mathrm S^{-1}=1448\ \Omega .
\]

The zero-field value is 1596 Ω, so the magnetoresistance is −148 Ω; the first-order parabola gives −138 Ω. At 0.5 T the two values are −37.0 and −34.6 Ω. The shortfall agrees with the curvature factor, 1.07. A correction of 2% of \(\sigma_0\) thus lowers the resistivity by 9% of its zero-field value at 1 T, because the magnetoresistance formula multiplies the relative correction by \(\mu^2B^2=4\) there. The Hall resistivity rises by 4.4%. By contrast, a 3% cut in mobility or in density gives 1608.6 Ω both at zero field and at 1 T.

The curves for 0.5 K and 2 K, with \(\varepsilon=-0.0289\) and \(-0.0155\), cross at \(\mu B=0.957\); the estimate above gives 0.956.

Temperature differences remove the unknown constant to first order. At 1 T, however, second-order terms weigh more in them than in the magnetoresistance. Cooling from 1 K to 0.5 K at 1 T changes \(\rho_{xx}\) from 1448.0 to 1410.9 Ω, by −37 Ω. The first-order formula gives \(3\rho_0^2\times(-4.27\ \mu\mathrm S)=-31\ \Omega\), and the second-order term, \(-11\rho_0(\varepsilon_{0.5}^2-\varepsilon_1^2)\), supplies the missing −6 Ω. With no constant beside the logarithm, reading \(K\) from this difference with the first-order formula would overestimate it by about a fifth. A constant between −1 and 1 makes the overestimate anything from 26% to 12%. These figures hold for fixed \(K\). In a real layer \(K\) drifts with temperature at a rate proportional to \(1/\sigma_{xx}\), and the parameter \((e^2/\pi h)|\ln(k_BT\tau/\hbar)|/\sigma_{xx}\) is 0.04 at zero field but 0.22 at 1 T. A one-loop scaling estimate starting from \(K=0.5\) gives an effective \(K\) between 1 K and 0.5 K of about 0.44 at zero field and 0.15 at 1 T, a larger effect than the second-order term and of the opposite sign.

**Comparison with a real electron gas**

These parameters are roughly those of a GaAs/AlGaAs layer of moderate mobility; \(K\) is a round choice. Much cleaner layers exist, but a tenfold mobility would make \(k_BT\tau/\hbar\approx1\) at 1 K, and the diffusive formula would fail. The present sample is already near the crossover, since \(2\pi k_BT\tau/\hbar\) is 0.6 at 1 K and 1.3 at 2 K. The Hall signature is the more fragile one: for short-range disorder in weak fields, microscopic theory replaces its logarithm by roughly \(\ln(1+0.18\,\hbar/k_BT\tau)\), about 1.0 instead of 2.3 at 1 K, so the factor of two and the 4.4% rise would not be reached. Even here, a unit constant beside the logarithm would change \(\delta\sigma_{xx}\) by 43%. The model also neglects Landau quantization. If the quantum lifetime is \(\tau/3\), the standard estimate of the Shubnikov-de Haas amplitude at 1 K is negligible at 0.5 T but 3% of \(\rho_0\), about 48 Ω, at 1 T. If it equals \(\tau\), the estimate is 10% of \(\rho_0\) at 0.5 T, and the oscillations bury the parabola. Temperature differences do not remove the oscillations, which grow on cooling: even for \(\tau/3\), the estimated amplitude at 1 T rises by about 6 Ω between 1 K and 0.5 K, as much as the second-order term found above.

Weak localization lowers the zero-field conductivity by about \((e^2/\pi h)\ln(\tau_\varphi/\tau)\), where \(\tau_\varphi\gg\tau\) is the phase-coherence time. The prefactor alone is 0.87 of \(|\delta\sigma_{xx}|\) at 1 K. For \(\tau_\varphi\) between 20 and 60 ps the whole correction is about three to four times \(|\delta\sigma_{xx}|\) and adds about 110 to 150 Ω to the zero-field resistivity. A magnetoresistance measured from zero field would then include a low-field peak comparable to the whole change computed here at 1 T. The peak has a slow tail: the backscattering part, estimated with straight electron paths, is still about 44 Ω at 0.1 T and 33 Ω at 0.25 T, where the parabola has reached only 1.5 and 9 Ω. Well above the transport field of weak localization, 15 mT, what remains comes from short electron loops and should depend little on temperature, so temperature differences at fixed field largely remove it. The Zeeman energy, for a rough \(g=0.44\), is 0.30 of \(k_BT\) at 1 T and 1 K. It doubles relative to \(k_BT\) at 0.5 K, but for \(K=0.5\) the standard weak-coupling estimate of its effect on \(\delta\sigma_{xx}\) at 1 T is still below 1%. The assumption of a field-independent \(\delta\sigma_{xx}\) weakens as the Zeeman energy rises above \(k_BT\). In this model \(\sigma_{xx}\) would vanish at 3.3 T, but with these oscillation estimates quantization invalidates the description first. The main values are in the numerical output below.

## Computed values

```
density n = 2.00e+11 cm^-2
mobility mu = 20000 cm^2/Vs
effective mass = 0.067 m_e; K = 0.50
transport time tau = 0.7619 ps
sigma0 = 640.87 uS; rho0 = 1560.38 ohm per square
e^2/(pi h) = 12.331 uS
field with mu B = 1: 0.500 T
T = 0.5 K: kB T tau/hbar = 0.0499, dsigma = -18.487 uS, eps = -0.02885
  rho_xx(0) = 1606.73 ohm, rho_xx(1 T) = 1410.85 ohm
T = 1.0 K: kB T tau/hbar = 0.0997, dsigma = -14.213 uS, eps = -0.02218
  rho_xx(0) = 1595.77 ohm, rho_xx(1 T) = 1448.02 ohm
T = 2.0 K: kB T tau/hbar = 0.1995, dsigma = -9.939 uS, eps = -0.01551
  rho_xx(0) = 1584.96 ohm, rho_xx(1 T) = 1483.61 ohm
T = 1 K, change rho_xx(B)-rho_xx(0), exact and first order:
  B = 0.25 T: -9.25 ohm; -8.65 ohm
  B = 0.50 T: -36.99 ohm; -34.61 ohm
  B = 0.75 T: -83.18 ohm; -77.86 ohm
  B = 1.00 T: -147.75 ohm; -138.42 ohm
1 T, 1 K: Drude sigma_xx = 128.174 uS, sigma_xy = 256.348 uS
1 T, 1 K: corrected sigma_xx = 113.961 uS
1 T, 1 K: first-order drho_xx = -103.82 ohm, exact = -112.36 ohm
1 T, 1 K: relative Hall change = 0.04373; -2 eps = 0.04435
curvature factor 1/(1+eps)^3 at 1 K = 1.0696
crossing of 0.5 K and 2 K curves: B = 0.4787 T, mu B = 0.9574
crossing estimate 1+eps1+eps2 = 0.9556
corrected sigma_xx vanishes at 1 K: B = 3.320 T
mobility cut by 3%: rho_xx(0) = 1608.64 ohm, rho_xx(1 T) = 1608.64 ohm
density cut by 3%: rho_xx(0) = 1608.64 ohm, rho_xx(1 T) = 1608.64 ohm
Neglected effects:
  kF l = 16.54; l = 147.6 nm
  Fermi energy = 7.146 meV; kB T/EF at 1 K = 0.0121
  Zeeman/kBT at 1 K (rough g = 0.44): 0.5 T 0.148, 1 T 0.296
  weak-localization transport field = 15.11 mT
  weak-localization scale e^2/(pi h) over |dsigma| at 1 K = 0.868
  unit constant beside the logarithm at 1 K: relative change 0.434
  oscillation/rho0 at 1 K, tau_q/tau = 0.33: 0.5 T 1.81e-04, 1 T 3.07e-02
  oscillation/rho0 at 1 K, tau_q/tau = 1.00: 0.5 T 9.69e-02, 1 T 7.11e-01
```
